Roughness and Growth Exponents of Linear Surface-Diffusion Growth with Arrival Noise

A molecular beam falls on a flat crystal that is too cold to evaporate. The molecules arrive at random places and times, so some regions receive more material than others. Surface diffusion carries material from bumps to hollows, quickly over short distances and slowly over long ones. The surface therefore roughens, and two questions arise: how does the height fluctuation grow with time, and how large does it finally become on a substrate of given size?

**Model and conventions**

Let h(x,t) be the film height after the mean growth Ft has been subtracted, where F is the deposition rate in height per time. The substrate has d dimensions, side L and periodic boundaries; a real surface has d = 2. Initially h = 0.

For small slopes and an isotropic surface energy γ, adding one unit of volume Ω to a curved surface costs the chemical potential μ = −γΩ∇²h, which is positive on a bump. With mobility M, the current of units is j = −M∇μ. Conservation of material gives

∂h/∂t = −Ω∇·j = ΩM∇²μ = −K∇⁴h,  K = γΩ²M > 0.

Adding the arrival fluctuations η gives the growth equation

∂h/∂t = −K∇⁴h + η,  ⟨η⟩ = 0,
⟨η(x,t)η(x′,t′)⟩ = 2D δ(x−x′)δ(t−t′).  (1)

The noise is nonconserved: it changes the amount of material in a region, whereas diffusion merely moves it. The squared width W² is the spatial variance of h about its instantaneous spatial mean, averaged over realisations of the noise.

**Theorem.** Let d = 1, 2 or 3, and let (1) hold with constant K, D > 0. Define

S_d = 2π^(d/2)/Γ(d/2),  ξ = (2Kt)^(1/4),  τ = L⁴/[2(2π)⁴K].

(a) For t ≫ τ the width saturates at

W_sat² = (D/K) L^(4−d) (2π)^(−4) Σ_{n≠0} |n|^(−4),  (2)

where n runs over integer vectors. Hence W_sat ∝ L^α with α = (4−d)/2.

(b) For ξ ≪ L, and ξ much larger than the atomic spacing a,

W² ≃ (D/K) A_d ξ^(4−d),  A_d = S_d Γ(d/4)/[(2π)^d (4−d)].  (3)

Hence W ∝ t^β with β = (4−d)/8.

**Lemma 1 (strength of the arrival noise).** For independent arrivals of units of volume Ω on a surface with d = 2, 2D = ΩF.

Proof. In an area A during a time T, the number N of arrivals is Poisson distributed, so its variance equals its mean AFT/Ω. The deposited height averaged over A is ΩN/A, with variance

(Ω/A)² AFT/Ω = ΩFT/A.

In (1), the same quantity is the integral of η over A and T, divided by A. Its variance is 2D·AT/A² = 2DT/A. Equating the two gives the result. The argument carries over to other d if Ω is a (d+1)-dimensional volume. ∎

**Lemma 2 (width as a sum over modes).**

W² = L^(−d) Σ_{k≠0} [D/(Kk⁴)] [1 − exp(−2Kk⁴t)],  k = 2πn/L.  (4)

Proof. Define h_k = L^(−d/2) ∫ h exp(−ik·x) dx, and η_k likewise. Since ∇⁴ becomes k⁴, equation (1) turns into

dh_k/dt = −Kk⁴h_k + η_k.

The double spatial integral of the noise correlation contains δ(x−x′), which cancels the phases and leaves L^d. The prefactor L^(−d) removes it, so

⟨η_k(t)η_k*(t′)⟩ = 2Dδ(t−t′).

For a flat start,

h_k(t) = ∫₀ᵗ exp[−Kk⁴(t−s)] η_k(s) ds.

In ⟨|h_k|²⟩ the delta function removes one of the two time integrals:

⟨|h_k|²⟩ = 2D ∫₀ᵗ exp[−2Kk⁴(t−s)] ds = [D/(Kk⁴)][1 − exp(−2Kk⁴t)].

By Parseval's identity the spatial variance is L^(−d) times the sum of |h_k|² over k ≠ 0. The mode k = 0 is the spatial mean, which W² excludes. ∎

The variance of a mode thus grows at first as 2Dt, the free accumulation of noise, and stops when diffusion smooths it as fast as noise feeds it. The crossover lies near kξ = 1: at time t, wavelengths well below 2πξ have stopped growing and those well above it have not.

**Proof of part (a)**

Put k = 2πn/L into (4) and let t → ∞. Each term becomes D L⁴/[K(2π)⁴|n|⁴]; the prefactor L^(−d) then gives (2). The number of integer vectors in a shell of radius n grows as n^(d−1), so the sum behaves as ∫ n^(d−5) dn at large n. It converges for d < 4.

The approach to saturation can be bounded. The smallest nonzero k is 2π/L, so every exponential in (4) is at most exp(−t/τ), and

0 ≤ 1 − W²/W_sat² ≤ exp(−t/τ).

This proves (a). In one dimension the sum is 2(1 + 1/2⁴ + 1/3⁴ + …) = π⁴/45, so W_sat² = DL³/(720K). ∎

**Proof of part (b)**

Write q = kξ and g(q) = (1 − exp(−q⁴))/q⁴. Because 2Kk⁴t = q⁴, equation (4) becomes

W² = (D/K) ξ^(4−d) (ξ/L)^d Σ_{k≠0} g(q).

The allowed q lie on a grid of spacing 2πξ/L. The function g tends to 1 at q = 0 and falls as q^(−4), so it is integrable for d < 4. When ξ/L → 0, the sum is a Riemann sum:

(ξ/L)^d Σ g → (2π)^(−d) ∫ g d^dq = S_d(2π)^(−d) I_d,
I_d = ∫₀^∞ q^(d−5)(1 − exp(−q⁴)) dq.

Integrate by parts, integrating q^(d−5) to q^(d−4)/(d−4). The boundary term behaves as q^d at small q and as q^(d−4) at large q, so it vanishes at both ends for 0 < d < 4. What remains is

I_d = [4/(4−d)] ∫₀^∞ q^(d−1) exp(−q⁴) dq.

With u = q⁴, q^(d−1)dq = (1/4)u^(d/4−1)du, so the last integral is Γ(d/4)/4. Hence I_d = Γ(d/4)/(4−d), which gives (3). Since ξ ∝ t^(1/4), W² ∝ t^((4−d)/4), and W has half that exponent.

A crystal has no waves shorter than about 2a. In the limit of large L, removing all k > π/a lowers W² by at most

(D/K)S_d(2π)^(−d) ∫_{π/a}^∞ k^(d−5)dk = (D/K)S_d(2π)^(−d)(a/π)^(4−d)/(4−d).

Relative to (3), this is (a/πξ)^(4−d)/Γ(d/4), which is small for ξ ≫ a. ∎

**Remark 1: one scaling law.** Equation (4) depends on time through Kt/L⁴ and has the form

W² = L^(4−d) f(Kt/L⁴).

The dynamic exponent is therefore z = 4, and β = α/z. Doubling the substrate size multiplies the saturation time by 16.

**Remark 2: numerical tests.** Diagonalising difference operators on periodic lattices with K = D = a = 1 tests the exponents without the continuum integrals. Three sizes or three times were used for each exponent, and differences of W² were taken, so that any constant offset due to the lattice cancels. In d = 1 the lattice offset is not constant but grows as ξ; it stays small, 0.23 at t = 256 and 0.46 at t = 4096. For d = 1, 2, 3 this gave α = 1.5000, 1.0000, 0.4996 and β = 0.372, 0.249, 0.122. The theorem gives 1.5, 1, 0.5 and 0.375, 0.25, 0.125.

The largest discrepancy in the growth amplitude is at d = 1: 0.3750 against A₁ = 0.3847, or 2.5% low. The missing uniform mode explains it. It would have contributed 2Dt/L, which between t = 256 and 4096 at L = 1024 amounts to 7.5. Formula (3) predicts a rise of 290 in W² over that interval, and 7.5/290 is 2.6%.

A separate simulation of 60 one-dimensional surfaces with 512 sites used Poisson arrivals and so also tested Lemma 1. At t = 100 it gave W² = 19.9 against 20.5 from (3). Its exponent between t = 10 and 100 was 0.353, which is 6% below 0.375. The mode sum for the same lattice, size and time step gives 0.368, so these account for about a third of the gap; the cause of the rest was not traced.

**Remark 3: global and local roughness differ.** The exponent α = 3/2 in one dimension describes the width of the whole substrate. Consider instead the saturated height difference at separation r = xL:

G(r) = ⟨[h(y+r) − h(y)]²⟩ = (1/L) Σ_{k≠0} 2(1−cos kr) D/(Kk⁴).

The modes n and −n contribute equally, so

G = [DL³/(4π⁴K)] s(x),  s(x) = Σ_{n≥1} [1−cos(2πnx)]/n⁴.

Differentiating twice gives s″ = 4π² Σ cos(2πnx)/n². On 0 ≤ x ≤ 1 this cosine series is π²(x²−x+1/6): that polynomial has zero mean, and two integrations by parts give its cosine coefficients as 1/n². Integrating twice with s(0) = s′(0) = 0,

s = 4π⁴(x⁴/12 − x³/6 + x²/12) = (π⁴/3)x²(1−x)²,
G(r) = (DL³/12K) x²(1−x)².

For r ≪ L this is DLr²/(12K). The root-mean-square height difference grows as r¹, not r^(3/2), with an amplitude that grows with L. Long waves tilt the surface, and a local measurement sees mostly the tilt. The mean-square slope DL/(12K) must remain small for (1) to be valid, which limits L in one dimension.

For d = 2 and a ≪ r ≪ L, wavenumbers between 1/L and 1/r dominate. There 2(1−cos k·r) averages over direction to k²r²/2, and to leading logarithm

G ≃ ∫ [kdk/(2π)] [D/(Kk⁴)] k²r²/2 = [D/(4πK)] r² ln(L/r).

The local law thus carries a logarithm beside α = 1.

**Remark 4: four dimensions and above.** At d = 4 the large-k part of the saturated sum is (D/K)S₄(2π)^(−4)∫dk/k. With a fixed atomic cutoff, each doubling of a large L adds

ΔW_sat² = (D/K) S₄ ln 2/(2π)⁴ = 0.00878 D/K.

The lattice calculation gave 0.00877 between sizes 16 and 32. Growth is logarithmic rather than a power law. For d > 4 the integral ∫k^(d−5)dk is dominated by its upper limit π/a, so W² tends to a value set by the atomic spacing.

**Example: a film with rough PbTe values**

Take d = 2, T = 450 K, a rough lattice constant of 0.65 nm, and a growth rate of 1 µm/h = 0.2778 nm/s for 4 h. The film is then 4 µm thick. Assume that each arrival delivers one PbTe unit. Four units fill a cubic cell, so

Ω = (0.65 nm)³/4 = 0.06866 nm³,
D = ΩF/2 = 0.06866 × 0.2778/2 = 0.00954 nm⁴/s.

The diffusion coefficient is a chosen value, K = 1 nm⁴/s. To see what it implies, use M = D_s n_s/(k_BT) for mobile units of diffusivity D_s and areal density n_s, and estimate D_s n_s = (ν₀/4)exp(−E/k_BT). With γ = 1.248 eV/nm² (0.2 J/m²) and ν₀ = 10¹³ s⁻¹, both rough, K corresponds to E = 1.03 eV for creating and moving a mobile unit.

With A₂ = 0.1410 and t = 14 400 s,

W² = 0.1410 × 0.00954 × √(2 × 14 400) = 0.228 nm²,
W = 0.48 nm = 4.8 Å.

The width after 1 h is 0.34 nm; four times the duration gives 4^(1/4) = √2 times the width. The lateral length ξ is 13 nm, which puts the crossover wavelength 2πξ at about 82 nm. Summing the modes that a 1 µm cell can carry gives 0.477 nm, so neither the cell nor the atomic cutoff matters at this precision. Saturation of that cell would require times long compared with τ = 3.2 × 10⁸ s, about ten years, and would give W = 6.1 nm. Both numbers are for a periodic cell. On a separate substrate of the same side, with no flux of material through its edges and zero slope normal to them (a fourth-order equation needs both conditions), the longest wave is 2L instead of L. The saturation time is then 16 times longer and the final width is larger, though the exponents are the same. With these parameters the 4 h film is in regime (b).

One atomic layer is h₀ = 0.325 nm high, and W reaches this value after about 3 × 10³ s. While W is well below one layer, a continuous height is a poor description, and even after 4 h W is just 1.5 layers.

**Remark 5: what a real film may do.** The estimates below use the example's numbers and a chosen capture length ℓ = 1 nm, the distance a unit diffuses before it is incorporated.

Thermal motion adds conserved noise. Equipartition of the energy (γ/2)∫|∇h|² gives the modes a final variance k_BT/(γk²), approached with the same time factor as in (4). This adds 10% to W², or 5% to W. With modes cut off at π/a for a = 0.46 nm, the thermal root-mean-square slope is 0.38, against 0.085 from arrivals. The thermal slope scales as 1/a: it is 0.54 for a = 0.325 nm and 0.27 for a = 0.65 nm, while the addition to W² moves only between 11% and 9.6%. Atomic wavelengths dominate it, so the small-slope continuum is unreliable at that scale.

Evaporation would add ν∇²h with ν = F_ev Ωγ/(k_BT), because bumps evaporate faster. Here F_ev is the evaporation rate in height per time, estimated as ν₀h₀exp(−E_des/k_BT). For a rough desorption energy E_des of 2.2 eV, νξ²/K is 3 × 10⁻¹⁰, which is negligible.

A slope also changes the density of freshly landed units. On an atomically rough surface the flux per true area falls by the factor 1 − |∇h|²/2, which adds −λ∇²|∇h|² to (1) with λ = Fℓ²/2. At scale ξ its ratio to the linear term is λW/K = 0.07. On a stepped surface, steps shorten the capture length. A rough interpolation, not derived here, is 1/ℓ_eff² = 1/ℓ² + |∇h|²/h₀². Its expansion, valid only for ℓ|∇h|/h₀ ≪ 1, gives λ ≈ Fℓ⁴/h₀² and a ratio of 1.3. Solving the diffusion equation between two absorbing steps gives a stronger reduction that is linear in the slope, ℓ_eff²/ℓ² ≈ 1 − 2ℓ|∇h|/h₀; at slope 0.085 the full solution is 0.50, against 0.94 from the interpolation. Either way this term need not be small there after 4 h. Its effect on W was not computed.

The most severe assumption concerns step edges. If units attach to the uphill step alone, a fraction ℓ|∇h|/h₀ of them is displaced uphill by about ℓ/2. The resulting height current is S∇h with S ≈ Fℓ²/(2h₀) = 0.43 nm²/s. It adds −S∇²h to (1), so a mode grows at the rate Sk² − Kk⁴. The maximum, at k² = S/(2K), is S²/(4K), and its inverse is 22 s. These figures give only the order of magnitude: solving the diffusion equation on a wide terrace, with units also captured on the terrace itself at a rate set by ℓ, gives S = Fℓ²/h₀, twice the estimate, and a quarter of the time. That value needs slopes well below h₀/ℓ ≈ 0.3: the current is 4% lower at slope 0.085 and has nearly stopped rising at 0.2. Mounds would then replace the power law early in the growth. For Sξ²/K to remain below 1 after 4 h, the actual S must be under 1.4% of the estimated 0.43 nm²/s. Even at that bound, replacing Kk⁴ by Kk⁴ − Sk² in (4) raises W from 0.48 to 0.56 nm.

The model also assumes that growth itself keeps the surface atomically rough. Heat alone would not: with these values of γ and h₀, the estimate k_BT_R = 2γh₀²/π puts the roughening temperature T_R near 970 K. Well below T_R a surface in equilibrium has flat facets, on which μ = −γΩ∇²h does not hold; the thermal estimate above is subject to the same limit. The computed 0.48 nm therefore applies only if growth keeps the surface rough and the step-edge currents very nearly balance. It is not a forecast for PbTe films in general.

If the step-edge currents balance (S = 0), temperature has a moderate effect. With γ, F, t and E held fixed, a substrate 10 K hotter has K larger by a factor of 1.75. The width due to arrival noise varies as K^(−1/4) and is therefore 13% smaller; the thermal contribution does not follow this law. The factor 1.75 also assumes that the density of mobile units is thermal. With ℓ = 1 nm the beam itself supplies D_s n_s ≈ Fℓ²/Ω = 4.0 s⁻¹, against the 6.6 s⁻¹ implied by K, so the factor is only indicative. With a step-edge bias, K also enters the exponential growth rate S²/(4K). At fixed S, and while slopes are still small, the width of a growing instability can therefore depend more strongly on temperature. The numerical output lists the remaining values.

Values computed for the example and the checks

```
LATTICE TESTS (K = D = spacing = 1, dimensionless)
d=1: alpha measured 1.5000, derived 1.5000
d=1: beta measured 0.3722, derived 0.3750
d=1: sum of |n|^-4 = 2.1646
d=1: saturation factor lattice 0.001389, derived 0.001389
d=1: growth factor lattice 0.3750, derived 0.3847
d=2: alpha measured 1.0000, derived 1.0000
d=2: beta measured 0.2488, derived 0.2500
d=2: sum of |n|^-4 = 6.0268
d=2: saturation factor lattice 0.003867, derived 0.003867
d=2: growth factor lattice 0.1408, derived 0.1410
d=3: alpha measured 0.4996, derived 0.5000
d=3: beta measured 0.1219, derived 0.1250
d=3: sum of |n|^-4 = 16.5323
d=3: saturation factor lattice 0.010609, derived 0.010607
d=3: growth factor lattice 0.0614, derived 0.0621
d=4: W^2 gain, size 8 to 16: 0.00874, 16 to 32: 0.00877
d=4: derived logarithmic gain per doubling 0.00878
d=1: local exponent from r=4 and 8, L=512: 0.9882
d=1 Poisson simulation: W^2(t=100) = 19.94, derived 20.46
d=1 Poisson simulation: beta = 0.353
EXAMPLE (rough PbTe-like values, d=2)
lattice constant 0.65 nm, layer h0 0.325 nm
temperature 450 K, kT 0.03878 eV
growth rate F 0.2778 nm/s, time 14400 s
film thickness 4000 nm
unit volume 0.06866 nm^3, D 0.009536 nm^4/s
K 1.00 nm^4/s, implied activation energy 1.03 eV
W after 1 h 0.338 nm
W after 4 h 0.478 nm = 1.47 layers
W after 4 h, explicit mode sum 0.477 nm
lateral length xi = (2Kt)^(1/4) 13.0 nm
time at which W equals one layer 3084 s
cell 1000 nm: saturated W 6.07 nm
cell 1000 nm: slowest variance relaxation 3.21e+08 s
NEGLECTED EFFECTS (order-of-magnitude estimates)
surface energy 1.248 eV/nm^2, attempt rate 1e+13 1/s
rms slope from arrival noise 0.085, thermal 0.383
thermal-noise W^2 / arrival-noise W^2 0.103
desorption energy 2.2 eV, evaporation 7.5e-13 nm/s
evaporation smoothing nu*xi^2/K 2.8e-10
capture length 1.0 nm
rough surface: lambda 0.139 nm^3/s, lambda*W/K 0.066
stepped surface: lambda 2.63 nm^3/s, lambda*W/K 1.26
full step-edge bias S 0.427 nm^2/s, S*xi^2/K 72.5
instability time 4K/S^2 at full bias 21.9 s
bias fraction giving S*xi^2/K = 1: 0.0138
10 K hotter: K times 1.75, W times 0.870
```
